# Spreading of a finite planar deposit with diffusivity proportional to concentration

A dose $Q$ of solute per unit area is placed at the face $x=0$ of a solid that fills $x>0$ and holds no other solute. The face is sealed. The solute diffuses along $x$ with a diffusivity proportional to its own concentration $c(x,t)$,

$$D(c)=\kappa c ,\qquad \kappa>0 \text{ constant}.$$

With $c$ in cm$^{-3}$ and $D$ in cm$^2$/s, $\kappa$ has the unit cm$^5$/s. Subscripts $x$ and $t$ denote partial derivatives, and a flux $J$ is positive towards larger $x$. In parts (a) to (d) the deposit has zero initial thickness.

## (a) The equation and the conditions at an edge

**Write the diffusion equation. If the solute ends at a moving edge $x=X(t)$, what must hold there?**

The flux is $J=-D(c)c_x=-\kappa c\,c_x$. Conservation, $c_t=-J_x$, gives

$$c_t=\kappa\,(c\,c_x)_x=\frac{\kappa}{2}(c^2)_{xx}. \tag{1}$$

The diffusivity vanishes where $c=0$, so solute-free material does not conduct solute until the deposit arrives. This makes an edge possible, with $c>0$ behind it and $c=0$ ahead.

Since $J=-(\kappa/2)(c^2)_x$, a jump of $c$ at the edge would mean an infinite flux. Hence $c$ is continuous and falls to zero at $X$. Conservation across an edge of speed $V$ requires

$$V(c_--c_+)=J_--J_+ ,$$

where the signs label the two sides. The left side is zero, and $J_+=0$ because there is no solute ahead. The edge conditions are therefore

$$c\to0,\qquad J\to0\qquad (x\to X). \tag{2}$$

The slope $c_x$ need not vanish: the flux contains the product $c\,c_x$, which can vanish with a finite slope.

## (b) The scaling of length and concentration

**Find how the width and height of the profile depend on time.**

A deposit of zero thickness brings no length of its own. The data are $\kappa$, $Q$ and $t$. The unit in which the amount of solute is counted is arbitrary: multiplying $c$ and $Q$ by a number and dividing $\kappa$ by it leaves the problem unchanged. A length can therefore contain $\kappa$ and $Q$ only through the product $\kappa Q$, and the one length available is $(\kappa Qt)^{1/3}$, since $\kappa Qt$ has the unit cm$^3$. The profile therefore keeps its shape, and we may write

$$c(x,t)=t^{-a}f(\eta),\qquad \eta=\frac{x}{t^{b}} .$$

The dose is

$$\int_0^\infty c\,dx=t^{\,b-a}\int_0^\infty f\,d\eta=Q ,$$

which is constant if $a=b$. In (1), the left side scales as $t^{-a-1}$. The right side has two factors of $c$ and two derivatives in $x$, so it scales as $t^{-2a-2b}$. Equality requires $a+2b=1$. Together,

$$a=b=\tfrac13 .$$

Any fixed value of $\eta$, including an edge if there is one, moves as $t^{1/3}$.

The same count for $D\propto c^m$ gives $ma+2b=1$ with $a=b$, so $b=1/(m+2)$. Constant diffusivity, $m=0$, returns the familiar square root. Here the spreading is slower because dilution lowers the diffusivity as the deposit widens.

## (c) The profile and its edge

**Solve for $f$, and find $c(x,t)$ and $X(t)$.**

With $\eta=xt^{-1/3}$ we have $\eta_t=-\eta/(3t)$ and $\eta_x=t^{-1/3}$. The left side of (1) becomes

$$c_t=-\frac13t^{-4/3}f-\frac13t^{-4/3}\eta f'=-\frac13t^{-4/3}(\eta f)' ,$$

and the right side becomes $\kappa\,t^{-4/3}(ff')'$. The powers of time cancel:

$$-\frac13(\eta f)'=\kappa(ff')' .$$

One integration gives $\kappa ff'+\eta f/3=\text{constant}$. At the sealed face the flux vanishes, so $ff'=0$ there, and $\eta f=0$ as well. The constant is zero, and

$$f\left(\kappa f'+\frac{\eta}{3}\right)=0. \tag{3}$$

At each $\eta$, either $f=0$ or $f'=-\eta/(3\kappa)$. On an interval where $f>0$,

$$f=A-\frac{\eta^2}{6\kappa}. $$

This expression grows towards smaller $\eta$, so a positive interval cannot end on its inner side before it reaches the face. There is thus one positive interval, $0\le\eta<\eta_f$, with $\eta_f^2=6\kappa A$. Beyond it $f=0$. The parabola may not be continued past $\eta_f$, where it would be negative. The cut satisfies (2), since both $f$ and $ff'$ vanish at $\eta_f$.

The dose fixes $\eta_f$:

$$Q=\int_0^{\eta_f}\frac{\eta_f^2-\eta^2}{6\kappa}\,d\eta
=\frac{1}{6\kappa}\left(\eta_f^3-\frac{\eta_f^3}{3}\right)=\frac{\eta_f^3}{9\kappa}.$$

Hence $\eta_f=(9\kappa Q)^{1/3}$. With $X=\eta_ft^{1/3}$,

$$\boxed{X(t)=(9\kappa Qt)^{1/3}} \tag{4}$$

$$\boxed{c(x,t)=\frac{X^2-x^2}{6\kappa t}\ \ (x<X),\qquad c=0\ \ (x\ge X)} \tag{5}$$

This is the Barenblatt profile for a planar deposit. At the face $c_0=X^2/(6\kappa t)$. Substituting $\kappa t=X^3/(9Q)$ from (4) gives

$$c_0=\frac{3Q}{2X}, \tag{6}$$

so the face concentration falls as $t^{-1/3}$. If a total amount $M$ per area is released inside an infinite solid, symmetry makes the release plane act as a sealed face for each half. Then $Q=M/2$ and $X=(9\kappa Mt/2)^{1/3}$ on either side.

## (d) What moves the edge

**Obtain the edge speed from the local slope, and interpret the motion.**

The flux divided by the concentration is the mean velocity of the solute,

$$v=\frac Jc=-\kappa c_x .$$

From (5), $c_x=-x/(3\kappa t)$, so

$$v(x,t)=\frac{x}{3t}. \tag{7}$$

The velocity is proportional to distance from the face: the deposit stretches uniformly. A plane that moves with the solute obeys $dx/dt=x/(3t)$, hence $x\propto t^{1/3}$. The edge is the outermost such plane, with

$$\frac{dX}{dt}=-\kappa c_x\big|_{X^-}=\frac{X}{3t},$$

in agreement with the derivative of (4). The finite slope at the edge gives it a finite speed even though the flux there is zero.

For constant $D$ the corresponding reduced equation is $Df'+\eta f/2=0$, with $\eta=x/t^{1/2}$. Its solution, $f\propto e^{-\eta^2/(4D)}$, is positive at every distance. The sharp edge thus comes from the way $D$ vanishes at $c=0$. Vanishing alone is not enough. A profile travelling at steady speed $V$ obeys $D(c)\,c_x=-Vc$, so it reaches $c=0$ within a finite distance only if $\int_0 D(c)\,dc/c$ converges. The integral converges for $D=\kappa c$. It diverges for constant $D$, and also for a diffusivity that vanishes as slowly as $1/\ln(1/c)$.

## (e) A deposit of finite thickness

**Let the dose initially occupy $0<x<w$ at uniform concentration $Q/w$. How much of the law survives?**

Consider the amount beyond depth $x$,

$$m(x,t)=\int_x^\infty c\,dx',\qquad m_x=-c,\qquad m_{xx}=-c_x .$$

It changes through the flux at $x$, so

$$m_t=J=-\kappa c\,c_x=\kappa|m_x|\,m_{xx}. \tag{8}$$

Two solutions that start with $m_1\le m_2$, and that agree at both ends of the range of $x$ at all times, keep that order. To see this, take a small $\epsilon>0$ and set $d=m_1-m_2-\epsilon(1+t)$, which starts negative and stays negative at the ends. Suppose that $d$ first reaches zero at some interior point. There $d$ has a maximum in $x$, so $m_1$ and $m_2$ have equal slopes, and $d_t\ge0$ requires $(m_1-m_2)_t\ge\epsilon$.

- If the common slope is not zero, both concentrations are positive and equal. The maximum gives $(m_1-m_2)_{xx}\le0$, and (8) gives $(m_1-m_2)_t\le0$.
- If the common slope is zero, both concentrations vanish. Both fluxes then vanish, and $(m_1-m_2)_t=0$.

Either case is a contradiction. Letting $\epsilon\to0$ gives $m_1\le m_2$ at all later times. The argument takes the solutions to be smooth where $c>0$, with $c$ and $J$ continuous at edges.

Call the point-deposit front (4) $X_B$. For a lower bound, compare the layer with a point deposit of the same dose at the sealed face. Both have $m(0,t)=Q$, and the point deposit starts with nothing beyond the face. Its $m$ is the smaller, so $X\ge X_B$.

For an upper bound, reflect the layer in the face. This gives an amount $2Q$ within $|x|<w$ in an infinite solid. Compare it with a point deposit of $2Q$ at $x=w$, which has at least as much solute beyond every plane. Its right-hand edge is at $w+X_B$. Therefore

$$X_B(t)\le X(t)\le X_B(t)+w. \tag{9}$$

The steps in $m$ at $t=0$ are handled by starting each point deposit at a small age, with the right-hand source moved outwards by its small width, and letting that age go to zero.

Since $X_B$ grows without limit while $w$ is fixed, $X/X_B\to1$. The cube root is the long-time law of the layer, and it is not its early law.

One finite start can be followed exactly. If the initial profile is the parabola (5) with half-width $X_0$, it equals a point deposit of age $X_0^3/(9\kappa Q)$. Adding this age to $t$ in (4) gives

$$X^3=X_0^3+9\kappa Qt .$$

## (f) A physical source of $D\propto c$

**A donor in a semiconductor moves with the help of singly negative point defects. Find $\kappa$, and find what replaces the sharp edge at low concentration.**

Let $n$ be the electron density, $n_i$ its value in undoped material and $D_i$ the donor diffusivity there. In equilibrium, the density of singly negative defects is proportional to $n$, so $D=D_in/n_i$. Electrons that carry no net current obey $n\propto e^{e\phi/k_BT}$, with $\phi$ the electric potential. The field $-\phi_x$ drives the positive donor ions with mobility $eD/(k_BT)$, which adds the flux $-Dc(\ln n)_x$. In total,

$$J=-\frac{D_i}{n_i}\,n\left(c_x+c\,\frac{n_x}{n}\right)=-\frac{D_i}{n_i}(cn)_x. \tag{10}$$

Charge neutrality with hole density $n_i^2/n$ reads $n-n_i^2/n=c$, so

$$n=\frac c2+\sqrt{\frac{c^2}{4}+n_i^2}.$$

For $c\gg n_i$, expansion of the root gives $n=c+n_i^2/c-n_i^4/c^3+\dots$, and

$$cn=c^2+n_i^2-\frac{n_i^4}{c^2}+\dots$$

The second term is constant and drives no flux. The effective diffusivity is

$$D_{\rm eff}=\frac{D_i}{n_i}\frac{d(cn)}{dc}=\frac{2D_i}{n_i}\,c\left(1+\frac{n_i^4}{c^4}+\dots\right),\qquad \kappa=\frac{2D_i}{n_i}. \tag{11}$$

The factor 2 comes from the built-in field, which here doubles the diffusive flux.

For $c\ll n_i$, $n\to n_i$ and $D_{\rm eff}\to D_i$. The diffusivity no longer vanishes, and the edge acquires a tail. If the tail travels with nearly constant speed $V=dX/dt$, then $c=c(s)$ with $s=x-Vt$, and $-Vc'=D_ic''$. Integrating from far ahead, where $c$ and $c'$ vanish, gives $D_ic'=-Vc$, so

$$c\propto e^{-s/\ell},\qquad \ell=\frac{D_i}{V}. \tag{12}$$

The front is sharp in practice while $\ell\ll X$. With $V=X/(3t)$, the ratio is $\ell/X=3D_it/X^2$, which grows as $t^{1/3}$. The sharp-front law is therefore an intermediate law for this system: the layer must have spread well beyond its initial thickness, while $c_0$ must still be far above $n_i$.

## (g) Worked example

**Take $T=1273$ K, $n_i=1\times10^{19}$ cm$^{-3}$, $D_i=1\times10^{-15}$ cm$^2$/s, $Q=2\times10^{15}$ cm$^{-2}$ and $t=3600$ s. Evaluate the point-deposit law.**

These are rough values in the regime of arsenic in silicon. From (11),

$$\kappa=\frac{2\times10^{-15}}{10^{19}}=2\times10^{-34}\ \text{cm}^5/\text{s}.$$

Then

$$9\kappa Qt=9(2\times10^{-34})(2\times10^{15})(3600)=1.296\times10^{-14}\ \text{cm}^3,$$

and the cube root is $X=2.349\times10^{-5}$ cm, or **235 nm (0.235 µm)**. The front speed is $X/(3t)=234.9/10800=0.0217$ nm/s.

Equation (6) gives the face concentration,

$$c_0=\frac{3(2\times10^{15})}{2(2.349\times10^{-5})}=1.28\times10^{20}\ \text{cm}^{-3},$$

which is 12.8 times $n_i$. The profile $c=c_0(1-x^2/X^2)$ gives $1.05\times10^{20}$ cm$^{-3}$ at 100 nm and $3.5\times10^{19}$ cm$^{-3}$ at 200 nm. The profile is thus flat near the face and steep near the edge.

At one eighth of the time, 450 s, the law puts the front at 117 nm. At eight times the time, 28800 s, it gives 470 nm. Each factor of eight in time doubles the depth.

## (h) What the simple law leaves out

**The dose starts in a layer 100 nm thick. Estimate how far this and the other neglected effects move the result after one hour.**

The layer starts at $Q/w=2\times10^{20}$ cm$^{-3}$. The point law gives a higher face concentration than this until $3Q/(2X)=Q/w$, that is, until $X=1.5w=150$ nm. By (4) this happens at 937 s. Before then the point law cannot describe the layer, so the 450 s value above belongs to a true point deposit.

For the later stage, (1) was integrated numerically from the uniform layer, by explicit finite volumes with 1 nm cells. The front, read where $c$ is 0.1% of its face value, lies at 247 nm after one hour. This is 5% beyond the point law and within the range 235 to 335 nm allowed by (9).

A model with a tail has no edge, so the remaining comparison uses the depth at which $c=10^{18}$ cm$^{-3}$. Dose, time and temperature are held fixed, and effects are added in turn:

- Point deposit, from (5): 234 nm.
- Layer of finite thickness, from (1): 246 nm.
- The same layer with the full flux (10): 254 nm.
- The same with degenerate electrons: 262 nm.

The third value includes the intrinsic diffusivity. By (10), $D_{\rm eff}/(\kappa c)$ is 1.000 at the face concentration but 1.17 at $c=n_i$, so this correction acts near the edge. The tail length from (12) is $0.1/0.0217=4.6$ nm, with $D_i=0.1$ nm$^2$/s. The numerical profile falls with an e-folding length of 4.7 nm between $10^{18}$ and $10^{17}$ cm$^{-3}$ and of 4.3 nm over the next decade. The lower levels move a little faster than the point-law front, at 0.0217 nm/s in the first decade and 0.0232 nm/s in the second. With these speeds (12) gives 4.6 and 4.3 nm, within 2% of the numerical values.

The fourth value replaces Boltzmann by Fermi–Dirac statistics. Let $\zeta$ be the Fermi level above the conduction-band edge divided by $k_BT$, and $\zeta_i$ its undoped value. The defect density then follows $e^{\zeta-\zeta_i}$, and the flux is $-D_i(c\,e^{\zeta-\zeta_i})_x$. With a rough density-of-states mass of 1.1 electron masses, the effective density of states is $N_c=2.5\times10^{20}$ cm$^{-3}$. The face concentration starts at 0.8 of this and is a little under half of it after one hour, so degeneracy is moderate: the defect density at the face exceeds its Boltzmann value by 30% at the start and by 16% after one hour. Filled states force the Fermi level to rise faster than $\ln n$, which increases the flux. The value assumes rigid parabolic bands and fully ionised donors, and it depends on the mass: 0.9 electron masses give 265 nm and 1.3 give 260 nm. It depends more strongly on the rigid bands. Suppose heavy doping lowers the conduction-band edge relative to the defect level by $A\,(n/10^{20}\,\text{cm}^{-3})^{1/3}$, counted from its undoped value with $n_i$ fixed. The depth is then 256 nm for $A=20$ meV and 250 nm for $A=40$ meV. A shift of about 30 meV cancels the 8 nm gained from degeneracy and a larger one reverses it, so this fourth value holds for rigid bands only.

With rigid bands, these effects together add 28 nm, or 12% of the point-deposit depth. Two further estimates are useful.

- **Temperature.** For a rough activation energy $E=3.3$ eV of $\kappa$, the point-deposit front scales as $e^{-E/(3k_BT)}$. A furnace 10 K too hot moves it 8% deeper. The 100 nm layer after one hour still follows a local exponent of 0.29 in $\kappa Qt$ rather than $1/3$, and its front moves 7% deeper.
- **Neutrality.** For small potentials in undoped material the net charge density is $-2n_ie^2\phi/(k_BT)$. Poisson's equation then gives the screening length $\sqrt{\varepsilon k_BT/(2e^2n_i)}=1.9$ nm, for a relative permittivity of 12. This is not very small beside the 4.6 nm tail: for $c\propto e^{-s/\ell}$ the linearised potential exceeds its neutral value by the factor $1/(1-1.9^2/4.6^2)\approx1.2$. That potential is itself only about $0.06\,k_BT/e$ or less below $10^{18}$ cm$^{-3}$. Solving Poisson's equation together with (10) keeps $n$ within 1% of its neutral value after one hour, and shifts the depth at $10^{18}$ cm$^{-3}$ by less than 0.1 nm.

The cube-root regime needs a long anneal: after only seconds at 1273 K, the 100 nm layer of this example would still be far from it. In real arsenic-doped silicon, the initial concentration of $2\times10^{20}$ cm$^{-3}$ is also not far below the commonly quoted limit of electrically active arsenic at this temperature, about $3\times10^{20}$ cm$^{-3}$, so part of the arsenic may cluster and become immobile. If a small fraction $\delta$ of the dose is immobile and electrically inactive from the start, the point law $X\propto Q^{1/3}$ lowers the front by about $\delta/3$ of its depth; for the 100 nm layer after one hour the figure is about $0.29\,\delta$. Loss through an unsealed face acts in the same direction. Implantation damage can raise the defect density for a time. A doubling of $\kappa$ throughout the anneal would deepen the point-deposit front, $X\propto\kappa^{1/3}$, by 26%, and the front of the 100 nm layer by 23%. Arsenic also moves with neutral defects, so that $D=D^0+D_in/n_i$ is not proportional to $n$. The $D_i$ used here corresponds to the charged part alone, and tabulated fits disagree on $D^0$: at 1273 K two common sets put it at about 0.2 and about 1.4 times the charged part. Adding $D^0$ to the diffusivity in (10), with the field acting on it as well, moves the depth from 254 nm to 259 nm for $D^0=0.23\times10^{-15}$ cm$^2$/s and to 284 nm for $D^0=1.4\times10^{-15}$ cm$^2$/s, and lengthens the tail to about 5.5 and 9 nm. The larger shift is about as large as the three effects listed above together. The 235 nm is therefore a result of this model with rough inputs, and not a prediction for a particular wafer.

Numbers in the example were calculated in double precision.
